# Orthonormalizing the redundant CASPT2 functions and solving the first-order equation, part 2

We solve the CASPT2 first-order equation in a redundant basis. Energies are in hartree (Eh). Orbitals are real: inactive $i,j$, active $t,u,v$, virtual $a,b$. The reference $|0\rangle$ is a singlet CASSCF state with $N$ active electrons and expectation values $\langle\cdot\rangle$. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$,
$$[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}.$$
$H=\sum h_{pq}E_{pq}+\tfrac12\sum(pq|rs)\,e_{pq,rs}$, $e_{pq,rs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$, $D_{pq}=\langle E_{pq}\rangle$, $\Gamma_{pq,rs}=\langle e_{pq,rs}\rangle$, and
$$F=\sum_{pq}f_{pq}E_{pq},\qquad f_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$
$P_{SD}$ projects on $V_{SD}$, the span of the $E_{pq}E_{rs}|0\rangle$ outside the CAS space; there $H_0$ is $P_{SD}FP_{SD}$, and $E_0=\langle F\rangle$. For functions $\Phi_\mu$ with overlap $S$ and $\Psi_1=\sum c_\mu\Phi_\mu$,
$$Mc=-V,\qquad M_{\mu\nu}=\langle\Phi_\mu|F-E_0|\Phi_\nu\rangle,\qquad V_\mu=\langle\Phi_\mu|H|0\rangle,\qquad E_2=V\cdot c .$$

Classes, with $h$ holes and $p$ particles $(h,p)$: A (1,0) $E_{ti}E_{uv}$; B (2,0) $E_{ti}E_{uj}$; C (0,1) $E_{at}E_{uv}$; D (1,1) $E_{ai}E_{tu}$, $E_{ti}E_{au}$; E (2,1) $E_{ti}E_{aj}$; F (0,2) $E_{at}E_{bu}$; G (1,2) $E_{ai}E_{bt}$; H (2,2) $E_{ai}E_{bj}$. Signs $\pm$ mark combinations under label exchange; for B and F these are $\Phi_{tu}\pm\Phi_{ut}$ ($t\ge u$ for $+$, $t>u$ for $-$). For F$+$ the active operator is $K_{tu}=a_{u\beta}a_{t\alpha}-a_{u\alpha}a_{t\beta}$.

In semicanonical orbitals (eigenvalues $\varepsilon_i$, $\varepsilon_a$), $F_{\rm act}=\sum_{tu}f_{tu}E_{tu}$, and $F_N$ holds $f_{it}$, $f_{ta}$, $f_{ia}$. $\Delta\varepsilon$ is the sum of $\varepsilon_a$ over particles minus that of $\varepsilon_i$ over holes. Within a block (class, sign, external labels), $S=c\,S^{\rm cl}$ with $c$ now a number, and within a class
$$M=c\left(B^{\rm cl}+\Delta\varepsilon\,S^{\rm cl}\right),\qquad B^{\rm cl}=\text{as }S^{\rm cl}\text{, with }F_{\rm act}-\langle F_{\rm act}\rangle\text{ between }O^\dagger\text{ and }O ,$$
where $O$ is the active part of a function.

Example: water, both O–H bonds 1.5 Å, 104.5°, 6-31G, CASSCF(4,4) in the O–H σ and σ* orbitals, oxygen 1s frozen; two inactive, four active, six virtual orbitals. Of 1694 functions 1330 are independent. Null overlap eigenvalues are at most $4.2\times10^{-15}$ in size, the others at least $2.7\times10^{-4}$. Explicit determinant vectors and an independent subset selected by pivoted Cholesky decomposition of $S$ serve as checks.

## Two diagonalizations per class

Every block of one type is the same pencil $B^{\rm cl}+\Delta\varepsilon S^{\rm cl}$; only the number $\Delta\varepsilon$ depends on the labels. A single transformation that makes $S^{\rm cl}$ the unit matrix and $B^{\rm cl}$ diagonal therefore diagonalizes all of them. The generalized eigenproblem $Bw=bSw$ cannot be posed directly, because on a null vector both sides vanish for every $b$. The null space has to be removed first.

Diagonalize $S^{\rm cl}=UsU^T$, keep the columns with $s>\theta$ for a threshold $\theta$, and set $X=Us^{-1/2}$ on these. Then $X^TS^{\rm cl}X=s^{-1/2}U^TUsU^TUs^{-1/2}=1$. If only exact zeros are dropped, the discarded columns represent the zero vector and the span is unchanged. Any orthogonal $W$ preserves orthonormality, since $(XW)^TS^{\rm cl}(XW)=W^TW=1$, and this freedom is used to diagonalize the symmetric matrix $X^TB^{\rm cl}X=WbW^T$. With $T=XW/\sqrt c$ in each block,
$$T^TST=1,\qquad T^TMT=\mathrm{diag}\left(b_k+\Delta\varepsilon\right)\quad\text{within a class}.$$
The $b_k$ are the eigenvalues of $F_{\rm act}-\langle F_{\rm act}\rangle$ projected on the active states that the class reaches. Both relations were tested to $10^{-6}$, and the ranks were confirmed by singular values of the determinant vectors and, in total, by pivoted Cholesky selection.

### What the $b_k$ are

If a class fills its spin-adapted active space, the projection is trivial: the spin components are related by $S_\pm$, which commute with $F_{\rm act}$, so $S^{\rm cl}$ and $B^{\rm cl}$ are the same multiple of their one-component forms, and the space is invariant under $F_{\rm act}$. In the orbitals that diagonalize the active block of $f$, with eigenvalues $\varepsilon_t$, configurations are eigenstates, so $b_k=\sum_tn_t\varepsilon_t-\langle F_{\rm act}\rangle$ with integer $n_t$. This was tested for A, B, C and F, with natural orbitals in which $f_{tu}$ has off-diagonal elements up to 0.016 Eh. With $\varepsilon_t=-0.48947,-0.47137,0.10888,0.16095$ and $\langle F_{\rm act}\rangle=-1.72813$:

- C, lowest: $2(-0.48947)-0.47137+1.72813=0.2778$; next: $-0.48947+2(-0.47137)+1.72813=0.2959$; third: $2(-0.48947)+0.10888+1.72813=0.8581$ Eh.
- A, lowest: $2(-0.48947-0.47137)+0.10888+1.72813=-0.0847$ Eh. With a hole in the upper inactive orbital the denominator is $-0.0847+0.5217=0.4370$ Eh, the smallest of all. It does not contribute to $E_2$ at all: that inactive orbital is the out-of-plane lone pair and all active orbitals lie in the molecular plane, so a class A function with its hole there is odd under reflection in that plane. It has no overlap with $H|0\rangle$, and since $F$ is totally symmetric it is not coupled to the functions that do.
- F$+$, lowest: $2(-0.48947)+1.72813=0.7492$, and with both particles in the lowest virtual orbital $0.7492+2(0.85871)=2.4666$ Eh.

All these values carry the offset $2(\varepsilon_1+\varepsilon_2)-\langle F_{\rm act}\rangle=-1.92168+1.72813=-0.194$ Eh: the correlated reference lies above the closed-shell configuration in the spectrum of $F_{\rm act}$, which is why the lowest $b$ of A is negative although $\varepsilon_3$ is positive. The offset is also a lower bound on the $b_k$ of class D, whose active states have four electrons; the lowest computed value, $-0.1791$ Eh, lies above it.

For truly contracted classes the rule fails. The four states $a_{t\sigma}|0\rangle=N^{-1}\sum_ua_{t\sigma}E_{uu}|0\rangle$ of class G span a subspace of the 20 doublets of C, so their $b_k$ cannot be below 0.2778 Eh. The values are 0.3718, 0.3928, 0.9988, 1.0261 Eh, whereas $-\varepsilon_t$ would give two negative numbers (the mismatch was tested). A two-orbital pair $c_1|1\bar1\rangle+c_2|2\bar2\rangle$ with diagonal $f$ shows the mechanism. With $n_2=2c_2^2$ and $\delta=\varepsilon_2-\varepsilon_1$, $\langle F_{\rm act}\rangle=2\varepsilon_1+n_2\delta$. Removing an electron from orbital 1 leaves the other in orbital 1, so $b_1=\varepsilon_1-\langle F_{\rm act}\rangle=-\varepsilon_1-n_2\delta$; removing one from orbital 2 leaves the other in orbital 2, so $b_2=-\varepsilon_1+(1-n_2)\delta$. Averages over the two bonds, $-\varepsilon_1=0.480$, $\delta=0.615$, $n_2=0.157$, give 0.38 and 1.00 Eh, against averages 0.38 and 1.01 Eh of the computed pairs. That the molecule behaves as two such independent pairs is a conjecture supported by this agreement only. As $n_2\to0$, $b_1\to-\varepsilon_1$ and the overlap eigenvalue belonging to $b_2$ vanishes, which is the single-determinant limit.

For class H, $B=\langle F_{\rm act}-\langle F_{\rm act}\rangle\rangle=0$ and the denominators are those of MP2. The (2,2) part of $H|0\rangle$ is $\tfrac12\sum(ai|bj)E_{ai}E_{bj}|0\rangle$, and the string counts above are all contained in
$$\langle E_{ai}E_{bj}0|E_{ck}E_{dl}0\rangle=4(\delta_{ac}\delta_{ik}\delta_{bd}\delta_{jl}+\delta_{ad}\delta_{il}\delta_{bc}\delta_{jk})-2(\delta_{ad}\delta_{ik}\delta_{bc}\delta_{jl}+\delta_{ac}\delta_{il}\delta_{bd}\delta_{jk}),$$
which gives 4 and $-2$ for distinct labels, $4-2=2$ for one coincidence and $8-4=4$ for two. If H were uncoupled, its energy would be minus the squared norm of that vector weighted with $1/\Delta\varepsilon$. The two terms in each bracket contribute equally, so the prefactor $\tfrac14$ multiplies $8(ai|bj)-4(bi|aj)$:
$$E_H=-\sum_{ijab}\frac{(ai|bj)\left[2(ai|bj)-(bi|aj)\right]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.$$
Both routes give $-0.02009822$ Eh (tested to $10^{-10}$ Eh).

## What remains off the diagonal

The numbers $b_k+\Delta\varepsilon$ are not the eigenvalues of $H_0-E_0$ on $V_{SD}$, because $P_{SD}FP_{SD}$ retains $F_N$. The operators $E_{ti}$, $E_{it}$ change $h$ by $\pm1$ and join A–B, C–D, D–E, F–G, G–H; $E_{at}$, $E_{ta}$ change $p$ by $\pm1$ and join A–D, D–G, B–E, E–H, C–F; $E_{ai}$, $E_{ia}$ change both in the same sense and join A–E, C–G, D–H. No other pair of classes is connected.

The third group vanishes for converged CASSCF orbitals. Under $|0\rangle\to e^{\kappa(E_{ai}-E_{ia})}|0\rangle$, with $E_{ia}|0\rangle=0$ and real quantities, $dE/d\kappa=2\langle E_{ia}H\rangle$. The one-body part is $\sum h_{pq}\langle[E_{ia},E_{pq}]\rangle=\sum h_{pq}(\delta_{ap}D_{iq}-\delta_{iq}D_{pa})=2h_{ai}$, since $D_{iq}=2\delta_{iq}$ and $D_{pa}=0$. In $\langle E_{ia}e_{pq,rs}\rangle$ the operator $a_a$ must contract with $a^\dagger_p$ or $a^\dagger_r$, otherwise it reaches $|0\rangle$ and gives zero; the contractions yield $\delta_{ap}\Gamma_{iq,rs}+\delta_{ar}\Gamma_{pq,is}$, whose contributions are equal because $(pq|rs)=(rs|pq)$ and $\Gamma_{pq,is}=\Gamma_{is,pq}$. The two-body part is thus $\sum(aq|rs)\Gamma_{iq,rs}$. Moving $a^\dagger_{i\sigma}$ to the right, where it annihilates $|0\rangle$,
$$a^\dagger_{i\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}|0\rangle=\left(-\delta_{is}\delta_{\sigma\tau}a^\dagger_{r\tau}a_{q\sigma}+\delta_{iq}a^\dagger_{r\tau}a_{s\tau}\right)|0\rangle,$$
so $\Gamma_{iq,rs}=2\delta_{iq}D_{rs}-\delta_{is}D_{rq}$. The sum becomes $2\sum D_{rs}(ai|rs)-\sum D_{rq}(aq|ri)$, which for real orbitals and symmetric $D$ is twice the two-electron part of $f_{ai}$. Hence $dE/d\kappa=4f_{ai}=0$. The gradients for rotations involving an active orbital contain the active two-body density and are not proportional to $f$, so stationarity does not force $f_{it}$ or $f_{ta}$ to vanish. In the example the largest elements are 0.116 Eh for $f_{it}$, 0.219 Eh for $f_{ta}$ and $4\times10^{-7}$ Eh, the convergence residue, for $f_{ia}$. The coupling pattern was tested on the explicit $M$. For state-averaged orbitals the $f_{ia}$ couplings in general return if $f$ is built from the density of a single state, as defined here. With the averaged density in $f$ they vanish again, because the gradient $4f_{ai}$ is linear in $D$.

## Solving the coupled equations

In the new basis $\tilde M=T^TMT=\Lambda+\mathcal N$ with $\Lambda=\mathrm{diag}(b_k+\Delta\varepsilon)$, $\mathcal N$ the class couplings, $\tilde V=T^TV$, and $\tilde Mt=-\tilde V$. Dropping $\mathcal N$ gives $t_0=-\Lambda^{-1}\tilde V$ and the closed sum $E_2^{\rm diag}=-\sum_k\tilde V_k^2/\Lambda_k$. It is exact only for an $H_0$ without class-changing terms; the Dyall Hamiltonian of partially contracted NEVPT2 is of this kind, with the active Hamiltonian in place of $F_{\rm act}$.

For the full problem consider the Hylleraas functional $J(t)=2\tilde V\cdot t+t^T\tilde Mt$. With $t^*$ the solution, $\tilde V=-\tilde Mt^*$ and $E_2=\tilde V\cdot t^*=-t^{*T}\tilde Mt^*$, completing the square gives
$$J(t)=E_2+(t-t^*)^T\tilde M(t-t^*).$$
If $\tilde M$ is positive definite, $J\ge E_2$. Positive denominators are necessary for this, being the diagonal elements, but not sufficient; in the example the Cholesky factorization of $\tilde M$ goes through. Intruder states come in two kinds. A denominator near zero makes $t_0$ diverge, unless its source element vanishes by symmetry, and places the lowest eigenvalue of $\tilde M$, which cannot exceed the smallest diagonal element, near or below zero. The couplings can also push an eigenvalue of $\tilde M$ to zero while all denominators stay finite. The full amplitudes diverge when an eigenvalue of $\tilde M$ whose eigenvector overlaps with $\tilde V$ approaches zero, and the minimum principle is lost once one is no longer positive. The first kind is visible as soon as the $b_k$ are known.

Conjugate gradients preconditioned with $\Lambda$ start from $t=0$, $r=-\tilde V$, $z=\Lambda^{-1}r$, $d=z$ and repeat $\alpha=r\cdot z/(d^T\tilde Md)$, $t\to t+\alpha d$, $r'=r-\alpha\tilde Md$, $z'=\Lambda^{-1}r'$, $d\to z'+(r'\cdot z'/r\cdot z)\,d$. The first direction is $t_0$, and $\alpha$ minimizes $J$ along $d$. The operator seen by the iteration is $1+\Lambda^{-1/2}\mathcal N\Lambda^{-1/2}$, so for $\mathcal N=0$ one step is exact. In the example the residual norm falls below $10^{-9}$ in 11 steps, against 21 without the preconditioner. The gain is only a factor of about two, and both counts rest on the orthonormal basis.

| class | kept | diagonal / Eh | full / Eh |
|---|---|---|---|
| A | 40 | −0.000392 | −0.000438 |
| B | 36 | −0.001854 | −0.001821 |
| C | 120 | −0.005049 | −0.004908 |
| D | 372 | −0.023421 | −0.022362 |
| E | 96 | −0.001368 | −0.001155 |
| F | 300 | −0.003955 | −0.003802 |
| G | 288 | −0.018012 | −0.017048 |
| H | 78 | −0.020098 | −0.020209 |

The columns sum to $E_2^{\rm diag}=-0.074150$ Eh and $E_2=-0.071743$ Eh $=-1.952$ eV. Each agrees to $10^{-8}$ Eh with a direct nonorthogonal solution on the Cholesky-selected subset, which involves no overlap diagonalization. The total energy is $-75.893538-0.071743=-75.965281$ Eh. Because the basis is orthonormal, $\|\Psi_1\|^2=t\cdot t$ and the reference weight is $1/(1+t\cdot t)=0.977$.

The diagonal sum lies below the full result by 0.002407 Eh (0.065 eV), 3.4% of $|E_2|$. This does not contradict the minimum principle, because $E_2^{\rm diag}$ is not $J(t_0)$: from $\tilde V\cdot t_0=E_2^{\rm diag}$ and $t_0^T\Lambda t_0=-E_2^{\rm diag}$ follows $J(t_0)=E_2^{\rm diag}+t_0^T\mathcal Nt_0$. The term $t_0^T\mathcal Nt_0$, the leading correction in $\mathcal N$, has no fixed sign; $J(t_0)\ge E_2$ implies that here it is at least $+0.002407$ Eh. Classes D and G move up by 0.001059 and 0.000965 Eh, together 84% of the net shift, while A and H move down. The direct D–G coupling through $f_{ta}$ is responsible for most of this: solving with it as the only coupling between classes gives a net shift of 0.00216 Eh, and omitting it alone leaves 0.00024 Eh (two additional solves, not part of the printed output).

## The threshold

Rounding perturbs $S^{\rm cl}$ and $B^{\rm cl}$ by some $\delta$, here of order $10^{-15}$, and the scaling with $s^{-1/2}$ on both sides turns this into $\delta/s$ in the transformed matrices. A null vector kept by mistake has $s\sim\delta$ and yields a denominator that is noise of order one, so $\theta$ must lie well above $\delta$. Any $\theta$ inside the gap between $4.2\times10^{-15}$ and $2.7\times10^{-4}$ selects the same vectors; $10^{-10}$, $10^{-6}$ and $10^{-4}$ all keep 1330 functions and give the same $E_2$.

Above the gap, genuine directions are lost. A larger $\theta$ keeps a subset of the same eigenvectors, so the retained spaces are nested, and the minimum of $J$ over a smaller space cannot be lower: for positive definite $\tilde M$, $E_2$ does not decrease with $\theta$ (tested). At $10^{-3}$, 1258 functions remain and $E_2$ rises by $7.8\times10^{-5}$ Eh, 0.11% of $|E_2|$; at $10^{-2}$, 1182 remain and the rise is $2.6\times10^{-4}$ Eh, 0.36%. The 72 functions lost first belong to B$+$, D and F$+$, the only types with a retained eigenvalue below $10^{-3}$. They cost $1.1\times10^{-6}$ Eh each on average, against $0.0717/1330=5.4\times10^{-5}$ Eh for the average function. A small $s$ does weaken the source term. Within a block the corresponding part of $H|0\rangle$ is $\sum_\mu g_\mu\Phi_\mu$ with finite coefficients $g_\mu$ made of integrals, so $V=Sg=c\,S^{\rm cl}g$, and the normalized direction belonging to an eigenvector $u$ of $S^{\rm cl}$ has the source element $u\cdot V/\sqrt{cs}=\sqrt{cs}\,(u\cdot g)$. Taken alone, it contributes $-cs\,(u\cdot g)^2/m$ to $E_2$, where $m$ is its diagonal element of $F-E_0$. Its couplings to other directions, through $B^{\rm cl}$ and $\mathcal N$, are not covered by this argument, so the cost of dropping it need not be strictly proportional to $s$. When an eigenvalue crosses $\theta$ as the geometry changes, $E_2$ jumps by the contribution of that direction in all labels at once.

The small eigenvalues do not occur in the most redundant classes: A and C have smallest retained values of 0.114 and 0.113. The nonzero eigenvalues of a Gram matrix $YY^T$ are those of $Y^TY=\sum_\mu y_\mu y_\mu^T$, and on a fixed span each further generating vector adds a positive semidefinite term, which cannot lower them; redundancy works against near-singularity. For F$+$ the pair model offers a mechanism: on $c_1|1\bar1\rangle+c_2|2\bar2\rangle$ the operators $K_{11}$ and $K_{22}$ both give the vacuum and $K_{12}$ gives zero, so a reference that is an exact product of pairs has null vectors there, and a nearly factorized one has small eigenvalues. Its relevance to the value $2.7\times10^{-4}$ is a conjecture.

The eigenvalues $s$ also depend on how the functions are scaled. Under an orthogonal rotation of the active orbitals $S^A$, $S^C$, $S^D$, $S^E$, $S^G$ transform as tensors over unrestricted indices and keep their spectra, as do the antisymmetric sets $t>u$. In the symmetric sets $t\ge u$ the coefficient tensor of $\Phi_{tu}+\Phi_{ut}$ has squared length 2 for $t>u$ and 4 for $t=u$, so the induced transformation is not orthogonal unless the $t=u$ members are divided by $\sqrt2$, which was not done here. The exact span, and with it the $b_k$ and $E_2$, is independent of all such choices; a span truncated above the gap is not, and the numbers at $10^{-3}$ and $10^{-2}$ hold for unnormalized functions in natural orbitals with the threshold applied to $S^{\rm cl}$. The program and its output, from which all values above except those of the two additional D–G solves are taken, follow below.

## Numbers as computed

```
H2O 6-31G R=1.5 A angle=104.5 deg CASSCF(4,4), 1 frozen, 2 inactive, 6 virtual
E(RHF) = -75.76571106 Eh   E(CASSCF) = -75.89353754 Eh
active occupations: 1.84885 1.83746 0.16688 0.14681
eps_i / Eh: -1.21499 -0.52166
eps_a / Eh: 0.85871 0.93177 1.14254 1.20309 1.32281 1.48361
eigenvalues of active f / Eh: -0.48947 -0.47137 0.10888 0.16095
<F_act> = -1.728134 Eh   E0 (correlated orbitals) = -5.201426 Eh
max|f| / Eh: it 0.11590 ta 0.21944 ia 3.9e-07 offdiag tu 0.01602
functions 1694, kept 1330 (threshold 1e-10), determinants touched 15100
type labels nfun rank CSFbound s_min_kept s_max_dropped b_min/Eh den_min/Eh
A    2  64  20  20 1.144e-01 4.2e-15  -0.08466   0.43700
B+   3  10  10  10 2.743e-04 0.0e+00   0.02422   1.06754
B-   1   6   6   6 7.262e-03 0.0e+00   0.07628   1.81293
C    6  64  20  20 1.131e-01 3.6e-15   0.27783   1.13654
D   12  32  31   - 2.875e-04 3.0e-17  -0.17913   1.20124
E+  18   4   4   - 1.511e-01 0.0e+00   0.00713   1.90916
E-   6   4   4   - 1.511e-01 0.0e+00   0.00713   2.60249
F+  21  10  10  10 2.710e-04 0.0e+00   0.74920   2.46662
F-  15   6   6   6 7.262e-03 0.0e+00   0.76730   2.55778
G+  42   4   4   - 1.468e-01 0.0e+00   0.37181   2.61089
G-  30   4   4   - 1.468e-01 0.0e+00   0.37181   2.68395
H+  63   1   1   - 1.000e+00 0.0e+00   0.00000   2.76074
H-  15   1   1   - 1.000e+00 0.0e+00   0.00000   3.52713
types filling their active CSF space: A C B+ B- F+ F-
b_k class G / Eh: 0.37181 0.39275 0.99878 1.02605
b_k class E / Eh: 0.00713 0.06638 0.64388 0.68707
lowest four b_k class C / Eh: 0.27783 0.29593 0.85808 0.87618
class  kept  E2 diagonal / Eh   E2 full / Eh
A    40    -0.00039158    -0.00043807
B    36    -0.00185427    -0.00182142
C   120    -0.00504921    -0.00490774
D   372    -0.02342128    -0.02236201
E    96    -0.00136822    -0.00115535
F   300    -0.00395494    -0.00380231
G   288    -0.01801226    -0.01704765
H    78    -0.02009822    -0.02020884
MP2-form sum for class H = -0.02009822 Eh
E2 diagonal = -0.07414998 Eh (direct solve -0.07414998 Eh)
E2 full = -0.07174339 Eh = -1.95224 eV (direct solve -0.07174339 Eh)
E2 full - E2 diagonal = 0.00240659 Eh = 0.06549 eV
E(CASPT2) = -75.96528092 Eh   reference weight = 0.97746
CG iterations to residual 1e-9: preconditioned 11, plain 21
random products E_pq E_rs|0> found in the span: 119
threshold 1e-06: kept 1330, E2 = -0.07174339 Eh, rise = 0.00e+00 Eh
threshold 1e-04: kept 1330, E2 = -0.07174339 Eh, rise = 0.00e+00 Eh
threshold 1e-03: kept 1258, E2 = -0.07166532 Eh, rise = 7.81e-05 Eh
threshold 1e-02: kept 1182, E2 = -0.07148283 Eh, rise = 2.61e-04 Eh
```
